# Why closing butadiene to cyclopentadienyl anion gains exactly twice |β|

**Question**

I am working through the cyclopentadienyl ligand with simple Hückel theory. The exercise says: take butadiene and a carbon atom with a localised lone pair, join that carbon to both ends of the butadiene to make the cyclopentadienyl anion, and show that the π energy falls by exactly \(2|\beta|\).

With a calculator I get \(4.472\,\beta\) for butadiene and \(6.472\,\beta\) for the ring, so the difference does look like 2. But both numbers contain \(\sqrt5\), and I cannot see why it should drop out. I made two new bonds, so is it simply one \(|\beta|\) per bond? I am also unsure what energy to give the lone pair, and whether the result says anything about the real ligand.

**Answer**

The \(\sqrt5\) drops out because the filled levels contain the same multiple of it before and after joining, as sorting the orbitals by mirror symmetry will show. "One \(|\beta|\) per bond" is not the reason. The lone pair needs a definite energy before the question has an answer, so the conventions come first.

**What is compared**

Number the butadiene carbons 1 to 4 along the chain and call the lone-pair carbon 5. Each carbon \(i\) has one p orbital \(\chi_i\). The model assumes that

- every p orbital has the same energy \(\alpha\), including the one on carbon 5;
- every pair of bonded neighbours has the same resonance integral \(\beta<0\), and all other pairs have none;
- the p orbitals are orthogonal, and electron repulsion does not appear separately.

At the start, carbon 5 is coupled to nothing and its p orbital holds two electrons, with energy \(2\alpha\). Butadiene holds four π electrons. At the end, carbon 5 is bonded to carbons 1 and 4, and the ring holds all six.

For a molecular orbital \(\psi=\sum_i c_i\chi_i\) of energy \(E\), the Hückel equations are

\[
(\alpha-E)\,c_i+\beta\sum_{j\ \text{bonded to}\ i}c_j=0 .
\]

Write \(E=\alpha+x\beta\) and divide by \(\beta\):

\[
x\,c_i=\sum_{j\ \text{bonded to}\ i}c_j .
\]

Since \(\beta\) is negative, a larger \(x\) means a lower energy. Electrons therefore fill the levels from the largest \(x\) downwards.

**Using the mirror**

Both the start and the ring are unchanged by the mirror that exchanges 1 with 4 and 2 with 3, and leaves 5 in place. If a set of coefficients solves the equations, so does its mirror image with the same \(x\). The sum and the difference of the two are then also solutions, unless one of them vanishes. So all orbitals can be chosen either symmetric or antisymmetric.

*Antisymmetric orbitals.* Here \(c_4=-c_1\) and \(c_3=-c_2\). Carbon 5 is its own mirror image, so \(c_5=-c_5\), which means \(c_5=0\). These orbitals do not notice whether carbon 5 is attached. The equations for carbons 1 and 2 are

\[
x c_1=c_2,\qquad x c_2=c_1+c_3=c_1-c_2 .
\]

Insert \(c_2=xc_1\) into the second equation and divide by \(c_1\), which cannot be zero because then every coefficient would vanish:

\[
x^2+x-1=0,\qquad x=\frac{\sqrt5-1}{2}=0.618\quad\text{or}\quad x=-\frac{\sqrt5+1}{2}=-1.618 .
\]

In the ring, the equation for carbon 5 reads \(0=c_1+c_4\), which is satisfied. These two levels are the same before and after joining.

*Symmetric orbitals at the start.* Now \(c_4=c_1\) and \(c_3=c_2\). The butadiene part obeys

\[
x c_1=c_2,\qquad x c_2=c_1+c_2 .
\]

The same substitution gives

\[
x^2-x-1=0,\qquad x=\frac{1+\sqrt5}{2}=1.618\quad\text{or}\quad x=\frac{1-\sqrt5}{2}=-0.618 .
\]

The isolated p orbital on carbon 5 is also symmetric, and has \(x=0\).

*Symmetric orbitals in the ring.* Carbon 1 now has carbon 5 as a neighbour, and carbon 5 has the two neighbours 1 and 4:

\[
x c_1=c_2+c_5,\qquad x c_2=c_1+c_2,\qquad x c_5=2c_1 .
\]

The second equation gives \(c_1=(x-1)c_2\), and the third then gives \(xc_5=2(x-1)c_2\). Multiply the first equation by \(x\) and insert both:

\[
x^2(x-1)c_2=x c_2+2(x-1)c_2 .
\]

If \(c_2\) were zero, the second equation would make \(c_1\) zero and the first would make \(c_5\) zero. So we may divide by \(c_2\) and collect terms:

\[
x^3-x^2-3x+2=0 .
\]

Multiplying by \(x\) could have introduced a false root at \(x=0\), but the left side equals 2 there, so it did not. The cubic factorises:

\[
x^3-x^2-3x+2=(x-2)(x^2+x-1).
\]

The symmetric ring levels are therefore \(x=2\), \(0.618\) and \(-1.618\). The last two coincide with the antisymmetric levels, which gives the ring its two degenerate pairs.

**Adding up the electrons**

At the start, the filled levels are \(x=1.618\), \(0.618\) and \(0\), with two electrons in each:

\[
E_{\text{start}}=6\alpha+2\beta\left(\frac{1+\sqrt5}{2}+\frac{\sqrt5-1}{2}+0\right)=6\alpha+2\sqrt5\,\beta .
\]

Of the \(6\alpha\), four belong to butadiene and two to the lone pair. In the ring, the filled levels are \(x=2\) and the pair at \(0.618\):

\[
E_{\text{ring}}=6\alpha+2\beta\left(2+2\cdot\frac{\sqrt5-1}{2}\right)=6\alpha+(2+2\sqrt5)\,\beta .
\]

Subtracting,

\[
E_{\text{ring}}-E_{\text{start}}=2\beta=-2|\beta| .
\]

This is exact within the model, and \(\alpha\) has cancelled because both sides have six electrons in orbitals with the same site energy.

**Why the square root disappears**

The antisymmetric filled level does not move, so the whole change comes from the symmetric orbitals. Take the normalised combinations \(s_1=(\chi_1+\chi_4)/\sqrt2\) and \(s_2=(\chi_2+\chi_3)/\sqrt2\), together with \(\chi_5\). The coupling between \(\chi_5\) and \(s_1\) is \((\beta+\beta)/\sqrt2=\sqrt2\,\beta\). In terms of \(x\), the symmetric block of the ring is

\[
\begin{pmatrix}0&1&\sqrt2\\ 1&1&0\\ \sqrt2&0&0\end{pmatrix}.
\]

At the start, the entries \(\sqrt2\) are zero. The 1 on the diagonal comes from the bond between carbons 2 and 3, which lies inside \(s_2\). Joining carbon 5 changes off-diagonal entries only, so the sum of the three levels, which is the trace, stays at 1.

Two of these three levels are filled and one is empty, both before and after. Whatever the empty level loses in \(x\), the filled levels gain in total. The empty level moves from

\[
\frac{1-\sqrt5}{2}\quad\text{to}\quad-\frac{1+\sqrt5}{2},
\]

a change of exactly \(-1\). The filled levels together gain \(+1\), and with two electrons in each the energy changes by \(2\beta\). The trace alone does not make the answer a whole number. That also needs the two positions of the empty level to contain the same \(\sqrt5/2\).

**A weak link, for comparison**

The same argument shows how the lone pair is stabilised when it is only weakly attached. Let the two new bonds have resonance integral \(\lambda\beta\), with \(\lambda\) small. The symmetric equations become \(xc_1=c_2+\lambda c_5\), \(xc_2=c_1+c_2\) and \(xc_5=2\lambda c_1\). Eliminating as before gives

\[
x(x^2-x-1)=2\lambda^2(x-1).
\]

Let the empty level be \(x=x_0+\delta\), where \(x_0=(1-\sqrt5)/2\) satisfies \(x_0^2-x_0-1=0\). To leading order in \(\delta\), the left side is \(x_0(2x_0-1)\delta\), and \(2x_0-1=-\sqrt5\). Hence

\[
\delta=-\frac{2\lambda^2(x_0-1)}{\sqrt5\,x_0}
=-\frac{2\lambda^2}{\sqrt5}\cdot\frac{1+\sqrt5}{\sqrt5-1}
=-\frac{3+\sqrt5}{\sqrt5}\,\lambda^2 .
\]

The energy is lowered by \(2|\delta||\beta|\), about \(4.7\,\lambda^2|\beta|\). The lowering starts quadratically, not linearly, in the new coupling. Extending this formula to \(\lambda=1\) would give 4.7 instead of 2, so the full ring is far outside the weak-link regime.

**Is it one \(|\beta|\) per new bond?**

The energy can be divided among the bonds. For a normalised orbital,

\[
E=\alpha\sum_i c_i^2+2\beta\sum_{\text{bonds}}c_ic_j .
\]

Sum over the filled orbitals with two electrons in each, and define the bond order \(p_{ij}=2\sum_{\text{filled}}c_ic_j\). Six electrons then have

\[
E=6\alpha+2\beta\sum_{\text{bonds}}p_{ij}.
\]

For butadiene, both filled orbitals have \(c_2=xc_1\), and normalisation gives \(2c_1^2(1+x^2)=1\). The bond 1–2 therefore receives \(2c_1c_2=x/(1+x^2)\) from each. The two filled values of \(x\) are reciprocals of each other and add up to \(\sqrt5\), so each contribution is \(1/(x+1/x)=1/\sqrt5\), and

\[
p_{12}=p_{34}=\frac{2}{\sqrt5}=0.894 .
\]

The bond energies must add up to the known total, \(2(p_{12}+p_{23}+p_{34})=2\sqrt5\), which leaves \(p_{23}=\sqrt5-4/\sqrt5=1/\sqrt5=0.447\).

In the ring, the degenerate pair is completely filled, so the five bonds are equivalent. From \(10p=2+2\sqrt5\), each has \(p=0.647\). The lowering, in units of \(|\beta|\), is then made up as follows:

- the two new bonds contribute \(4(0.6472)=2.589\);
- the middle butadiene bond becomes stronger and contributes \(2(0.6472-0.4472)=0.400\);
- the two outer butadiene bonds become weaker and contribute \(4(0.6472-0.8944)=-0.989\).

The total is 2.000. Each new bond is worth about \(1.29|\beta|\), and part of that is paid for by the old double bonds.

**When the answer is not 2**

*Joining one end only.* This gives an open chain of five carbons with six electrons. Renumber them 1 to 5 along the chain, so that the mirror now passes through carbon 3. Antisymmetric orbitals have \(c_3=0\), with \(xc_1=c_2\) and \(xc_2=c_1\), so \(x=\pm1\). Symmetric orbitals obey \(xc_1=c_2\), \(xc_2=c_1+c_3\) and \(xc_3=2c_2\). Multiplying the middle equation by \(x\) gives \(x^2c_2=3c_2\), so \(x=\pm\sqrt3\), or else \(c_2=0\) and \(x=0\). The filled levels are \(\sqrt3\), 1 and 0, and the lowering is

\[
\left[2(\sqrt3+1)-2\sqrt5\right]|\beta|=0.992\,|\beta| .
\]

Closing the ring afterwards supplies the remaining \(1.008|\beta|\). The two steps are nearly equal, but not equal.

*Fewer electrons.* If the p orbital on carbon 5 is empty, the ring has four electrons, and the lowering is \((4+\sqrt5-1-2\sqrt5)|\beta|=(3-\sqrt5)|\beta|=0.764|\beta|\). Each electron placed on carbon 5 starts at \(x=0\) and ends at \(x=0.618\). One electron therefore gives \(1.382|\beta|\), and two give \(2|\beta|\).

*A different site energy on carbon 5.* Let it be \(\alpha+h\beta\), both before and after joining. To first order, an energy changes by the shift times the number of π electrons on that carbon. This number is 2 for the lone pair and \(6/5\) in the symmetric ring. The lowering is therefore

\[
\left(2-\tfrac45h\right)|\beta|
\]

for small \(h\). A negative \(h\) raises the energy of carbon 5, and the pair then gains more by spreading out.

**Numbers for the ligand**

Take \(\beta=-2.4\) eV, a rough typical value for π-electron models at fixed geometry. Relative to \(6\alpha\), the start lies at \(4.472(-2.4)=-10.73\) eV and the ring at \(6.472(-2.4)=-15.53\) eV. The lowering is 4.80 eV, or about 460 kJ/mol.

The exactness belongs to the model, not to the molecule. The following estimates keep \(\beta=-2.4\) eV and change one assumption at a time.

- **Overlap.** If neighbouring p orbitals overlap by 0.25, each level becomes \(x\beta/(1+0.25x)\), with \(\alpha\) as the zero of energy. With overlap \(\alpha\) no longer cancels: for another zero the level is \(\alpha+x(\beta-0.25\alpha)/(1+0.25x)\), so the \(-2.4\) eV here stands for \(\beta-0.25\alpha\). This reduces the gain from the lowest levels most, and the lowering falls to 3.44 eV.
- **Unequal bonds.** Let the butadiene fragment start with bonds of 1.34 and 1.46 Å instead of 1.40 Å, and let \(\beta\) decay exponentially with a length of 0.31 Å (all rough values). The outer bonds then have \(1.214\beta\) and the middle one \(0.824\beta\). The start is already lower in π energy, and the lowering falls to 3.23 eV. The σ energy needed to change the bond lengths is not counted.
- **Site energy.** Diagonalising the Hückel matrix with \(h=-0.2\) gives 5.20 eV, and with \(h=+0.2\) it gives 4.43 eV. The first-order formula gives 5.18 and 4.42 eV.
- **Electron repulsion.** I used the Pariser–Parr–Pople model on a regular pentagon with 1.40 Å sides. It adds a repulsion of 11 eV (rough) between two electrons on the same carbon, and the Ohno formula for charges on different carbons. Full diagonalisation for six electrons gives a lowering of 5.37 eV, where the start is the lowest state with the links to carbon 5 cut, carbon 5 left at its corner of the pentagon, and two electrons held there. The value depends on these choices: it is 5.66 eV if carbon 5 starts far away, 5.58 eV with the Mataga–Nishimoto formula in place of Ohno's, and 5.22 or 5.50 eV for a repulsion of 9 or 13 eV.

These changes of up to about a third are separate estimates. They should not be added, and they do not bound the true value.

There is also a difference in what is being compared. When cyclopentadiene loses a proton, the electron pair left behind comes from a C–H bond on a tetrahedral carbon, not from a pure p orbital waiting at energy \(\alpha\). The σ bonds and the hybridisation change as that carbon becomes trigonal and the ring bonds become equal, and in a metal complex the metal also interacts with the π electrons. Values of \(\beta\) fitted to heats of reaction are markedly smaller than 2.4 eV in magnitude. So 460 kJ/mol is roughly the π energy gained by delocalising the pair in this model, and should not be read as a measured stabilisation or a bond energy.
